# Exchange torque and chiral-wall speed in antiferromagnetically coupled racetracks, part 1

(Sections cited here and not found follow in the second part.)

## First half: equations of motion of the coupled walls

**The situation.** A racetrack stores data as magnetic domains in a narrow strip, and an electric current moves the walls between them. Here the strip contains two thin ferromagnetic layers, magnetized along the film normal $z$ and separated by a spacer that couples them antiferromagnetically. Where the lower layer points up, the upper layer points down. Each domain boundary therefore consists of two walls, one above the other. The track runs along $x$, and nothing varies along $y$. A heavy metal lies under the lower layer.

Let $\mathbf m_1$ and $\mathbf m_2$ be the unit magnetizations of the lower and upper layer. Both layers have thickness $t$, exchange stiffness $A$ and effective easy-axis anisotropy $K$, which includes the demagnetizing energy of a flat film. The energy per unit area is

$$
e=\sum_{i=1,2}\left[At\,|\partial_x\mathbf m_i|^2-Kt\,m_{iz}^2\right]-d\,(m_{1z}\partial_x m_{1x}-m_{1x}\partial_x m_{1z})+J\,\mathbf m_1\cdot\mathbf m_2 .
$$

The constant $J>0$ is the antiferromagnetic coupling per area. The term with $d=Dt>0$ is the interfacial Dzyaloshinskii–Moriya interaction (DMI), which favours one sense of rotation of the magnetization through the wall. It is assigned to the lower layer alone, because that layer touches the heavy metal.

The magnetization $M_i$ enters the dynamics through the areal angular momentum $s_i=M_it/\gamma_i$, where $\gamma_i>0$ is the gyromagnetic ratio. The equation of motion is

$$
\dot{\mathbf m}_i=-\frac1{s_i}\mathbf m_i\times\mathbf h_i+\alpha\,\mathbf m_i\times\dot{\mathbf m}_i+\frac{b_i}{s_i}\left[\boldsymbol\sigma-(\boldsymbol\sigma\cdot\mathbf m_i)\mathbf m_i\right],\qquad \mathbf h_i=-\frac{\delta E}{\delta\mathbf m_i}.
$$

Here $E$ is the integral of $e$ over $x$, an energy per unit track width, and $\alpha$ is the damping constant, equal in both layers. The last term is the damping-like spin torque. The current density $j$ in the heavy metal sends spins polarized along $\boldsymbol\sigma=\hat{\mathbf y}$ upward, and the lower layer absorbs all of them. Hence $b_2=0$ and

$$
b_1=b=\frac{\hbar\theta_{\rm SH}j}{2e_0},
$$

with $\theta_{\rm SH}$ the spin Hall angle and $e_0$ the elementary charge. The sign of the current is chosen so that $b>0$. Pinning, track edges, temperature and the field-like part of the spin torque are left out.

### (a) Find the wall profile at rest, and the energy when the in-plane magnetization of each wall is rotated.

**Solution.** Write each magnetization as $(\sin\theta\cos\varphi,\sin\theta\sin\varphi,\cos\theta)$ with $\varphi$ uniform. In one layer the exchange and anisotropy energies, counted from the domains, are $At\,\theta'^2+Kt\sin^2\theta$. The Euler–Lagrange equation is

$$
2At\,\theta''=2Kt\sin\theta\cos\theta .
$$

Multiplication by $\theta'$ and integration give $At\,\theta'^2=Kt\sin^2\theta$. The constant of integration vanishes because both $\theta'$ and $\sin\theta$ vanish in the domains. For the lower wall, up on the left and down on the right, $\theta_1$ grows from $0$ to $\pi$, so $\theta_1'=\sin\theta_1/\Delta_0$ with $\Delta_0=\sqrt{A/K}$. The solution centred at $q$ is

$$
\theta_1=2\arctan e^{u},\qquad u=\frac{x-q}{\Delta},\qquad \sin\theta_1=\operatorname{sech}u,\quad \cos\theta_1=-\tanh u ,
$$

with $\Delta=\Delta_0$ at rest. The upper wall is reversed: $\theta_2=\pi-\theta_1$.

The integrals needed are $\int\operatorname{sech}^2u\,du=2$ and $\int\operatorname{sech}u\,du=\pi$. Keeping $\Delta$ free for later use, each layer has exchange energy $At\int\theta'^2dx=2At/\Delta$ and anisotropy energy $Kt\int\sin^2\theta\,dx=2Kt\Delta$.

For the DMI, insert $m_{1x}=\sin\theta_1\cos\varphi_1$ and $m_{1z}=\cos\theta_1$:

$$
m_{1z}m_{1x}'-m_{1x}m_{1z}'=\cos\varphi_1\,\theta_1'(\cos^2\theta_1+\sin^2\theta_1)=\cos\varphi_1\,\theta_1' .
$$

Since $\int\theta_1'dx=\pi$, the DMI energy is $-\pi d\cos\varphi_1$. It favours $\varphi_1=0$, a Néel wall whose centre points along $+x$. This energy does not depend on the shape $\theta_1(x)$, so it leaves the profile found above unchanged.

The coupling prefers the centre of the upper wall to point the opposite way. Define the rotations away from these preferred directions and their difference by

$$
\varphi_1=\psi_1,\qquad \varphi_2=\pi+\psi_2,\qquad \chi=\psi_1-\psi_2 .
$$

Then $\cos(\varphi_1-\varphi_2)=-\cos\chi$, and

$$
\mathbf m_1\cdot\mathbf m_2+1=-\operatorname{sech}^2u\cos\chi-\tanh^2u+1=\operatorname{sech}^2u\,(1-\cos\chi).
$$

The added $1$ removes the energy of the antiparallel domains. Integration over $x$ gives $2\Delta J(1-\cos\chi)$, and the total is

$$
E=\frac{4At}{\Delta}+4Kt\Delta-\pi d\cos\psi_1+2\Delta J(1-\cos\chi).
$$

The minimum has $\psi_1=\psi_2=0$. The upper wall thus has a preferred direction without any DMI of its own, because the coupling passes on the preference of the lower wall. The angular derivatives are

$$
\frac{\partial E}{\partial\psi_1}=\pi d\sin\psi_1+2\Delta J\sin\chi,\qquad
\frac{\partial E}{\partial\psi_2}=-2\Delta J\sin\chi .
$$

The coupling terms are equal and opposite, because the coupling energy depends on the difference of the angles alone.

### (b) Reduce the equation of motion to equations for $q$, $\psi_1$ and $\psi_2$.

**Solution.** Assume that the moving walls keep the profile of part (a), with a constant width and a common centre $q(t)$. The common centre is an approximation: the coupling resists separation, and the separation that remains is given in part (h).

Use the local unit vectors $\mathbf e_\theta,\mathbf e_\varphi$, for which $\mathbf m\times\mathbf e_\theta=\mathbf e_\varphi$ and $\mathbf m\times\mathbf e_\varphi=-\mathbf e_\theta$. Then $\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\varphi\,\mathbf e_\varphi$, and the field components are $h_\theta=-\delta E/\delta\theta$ and $h_\varphi=-(1/\sin\theta)\,\delta E/\delta\varphi$. The components of $\hat{\mathbf y}$ are $\cos\theta\sin\varphi$ along $\mathbf e_\theta$ and $\cos\varphi$ along $\mathbf e_\varphi$. The two components of the equation of motion, multiplied by $s$, become

$$
s\dot\theta=-\frac1{\sin\theta}\frac{\delta E}{\delta\varphi}-\alpha s\sin\theta\,\dot\varphi+b\cos\theta\sin\varphi ,\tag{1}
$$

$$
s\sin\theta\,\dot\varphi=\frac{\delta E}{\delta\theta}+\alpha s\dot\theta+b\cos\varphi .\tag{2}
$$

*Angular-momentum balance.* Multiply (1) by $\sin\theta$ and integrate over $x$. Because $\dot m_z=-\sin\theta\,\dot\theta$, this is the balance of the $z$ component of angular momentum. For the lower wall $\dot\theta_1=-\dot q\,\theta_1'=-\dot q\sin\theta_1/\Delta$, so the left side is $-2s_1\dot q$. On the right, $\int(\delta E/\delta\varphi_1)\,dx=\partial E/\partial\psi_1$ for a uniform angle. The damping term gives $-2\alpha s_1\Delta\dot\psi_1$. The spin-torque term contains $\int\sin\theta_1\cos\theta_1dx$, the integral of an odd function of $u$, and vanishes. With all signs reversed,

$$
2s_1\dot q=\frac{\partial E}{\partial\psi_1}+2\alpha s_1\Delta\dot\psi_1 .\tag{3}
$$

For the upper wall $\theta_2=\pi-\theta_1$, hence $\dot\theta_2=+\dot q\sin\theta_2/\Delta$. The left side changes sign and the other terms keep their form:

$$
2s_2\dot q=-\frac{\partial E}{\partial\psi_2}-2\alpha s_2\Delta\dot\psi_2 .\tag{4}
$$

The different signs have a plain origin. When the pair moves to $+x$, the up domain of the lower layer grows while the up domain of the upper layer shrinks. The angular momenta of the two layers change in opposite directions.

*Force balance.* Multiply (2) by $\theta'$ and integrate. For the lower wall $\theta_1'=\sin\theta_1/\Delta$, which gives

$$
2s_1\dot\psi_1=F_1-\frac{2\alpha s_1}{\Delta}\dot q+\pi b\cos\psi_1,\qquad F_1=\int\frac{\delta E}{\delta\theta_1}\theta_1'\,dx .
$$

The last term is $b\cos\psi_1\int\theta_1'dx$. A shift of the lower wall by $\delta q_1$ changes its angle by $\delta\theta_1=-\theta_1'\delta q_1$, so $F_1=-\partial E/\partial q_1$. This is the force that the upper wall exerts on the lower one. For the upper wall $\theta_2'=-\sin\theta_2/\Delta$ and there is no spin torque:

$$
-2s_2\dot\psi_2=F_2-\frac{2\alpha s_2}{\Delta}\dot q .
$$

The energy of an unpinned track depends on $q_1-q_2$ and not on the common position. Therefore $F_1+F_2=0$, and the sum of the two equations is

$$
2(s_1\dot\psi_1-s_2\dot\psi_2)=\pi b\cos\psi_1-\frac{2\alpha(s_1+s_2)}{\Delta}\dot q .\tag{5}
$$

Equations (3) to (5) determine $\dot q$, $\dot\psi_1$ and $\dot\psi_2$.

### (c) Take the lower layer alone. Why does its wall rotate, and what does the rotation do to its speed?

**Solution.** Set $J=0$ and $s_2=0$. In steady motion $\dot q=v$ and $\dot\psi_1=0$, so (3) and (5) read

$$
2s_1v=\pi d\sin\psi_1,\qquad \frac{2\alpha s_1}{\Delta}v=\pi b\cos\psi_1 .
$$

The first equation states why the wall must rotate. Motion transfers angular momentum at the rate $2s_1v$ per unit track width, and in this model the DMI is the sole steady supplier. Its torque vanishes at $\psi_1=0$ and grows as $\sin\psi_1$. The second equation states the cost: the driving force $\pi b\cos\psi_1$ falls as the wall turns from the Néel towards the Bloch direction.

Define two speeds,

$$
v_1=\frac{\pi\Delta b}{2\alpha s_1},\qquad v_D=\frac{\pi d}{2s_1}.
$$

Then $\cos\psi_1=v/v_1$ and $\sin\psi_1=v/v_D$. Squaring and adding eliminates the angle:

$$
\frac1{v^2}=\frac1{v_1^2}+\frac1{v_D^2},\qquad \tan\psi_1=\frac{v_1}{v_D}.
$$

At small current $v\simeq v_1$, which is proportional to $j$. At large current $\psi_1$ approaches $90^\circ$ and $v$ approaches the ceiling $v_D$, which contains neither the current nor the damping. More current then produces mostly more rotation.

### (d) Couple the two layers. Find the steady speed and state what the exchange torque does.

**Solution.** Put $\dot q=v$ and $\dot\psi_1=\dot\psi_2=0$ in (3) to (5), with the derivatives from part (a):

$$
2s_1v=\pi d\sin\psi_1+2\Delta J\sin\chi,\tag{6}
$$

$$
2s_2v=2\Delta J\sin\chi,\tag{7}
$$

$$
\frac{2\alpha(s_1+s_2)}{\Delta}v=\pi b\cos\psi_1 .\tag{8}
$$

The term $2\Delta J\sin\chi$ is the interlayer exchange torque per unit track width. By (7) its steady value is $2s_2v$, whatever the size of $J$. A stronger coupling supplies the same torque at a smaller angle $\chi$. Subtracting (7) from (6) removes it:

$$
2(s_1-s_2)v=\pi d\sin\psi_1 .\tag{9}
$$

In the single layer the DMI had to supply the whole rate $2s_1v$. In the pair it has to supply the difference $2(s_1-s_2)v$. The rest passes between the layers: one needs angular momentum of one sign, the other needs the opposite sign, and the exchange torque carries it across. As long as $s_2<2s_1$, this difference is smaller in magnitude than $2s_1v$, and the lower wall needs less rotation at a given speed.

The exchange torque is not an additional driving force. The interlayer forces cancelled in (5), so $J$ is absent from (8). The spin torque alone does work against damping, and the exchange torque raises the speed by keeping $\cos\psi_1$, and with it that driving force, large.

Solve (8) for $\cos\psi_1$ and (9) for $\sin\psi_1$, then square and add:

$$
\boxed{\;\frac1{v^2}=\left[\frac{2\alpha(s_1+s_2)}{\pi\Delta b}\right]^2+\left[\frac{2(s_1-s_2)}{\pi d}\right]^2\;}\tag{10}
$$

Equation (7) has a solution for $\chi$ if

$$
s_2v\le\Delta J .\tag{11}
$$

Within this condition $J$ does not appear in (10), apart from its effect on the width $\Delta$, which part (g) treats. This simple form depends on the DMI and the spin torque both acting on the lower layer alone. With either present in the upper layer, $\psi_2$ would enter the balance equations and the speed would in general depend on $J$.

The first bracket in (10) describes friction, to which both layers contribute. The second describes rotation, and it contains the difference of the angular momenta. It limits the speed to $\pi d/(2|s_1-s_2|)$. If the upper layer has the larger angular momentum, (9) gives $\psi_1<0$: the lower wall rotates the other way, and its driving force again falls as $\cos\psi_1$.

## Second half: compensation, limits and a worked case

**Symbols and results carried over.** The lower and upper layers have areal angular momenta $s_1,s_2$, with $s_i=M_it/\gamma_i$. The layer thickness is $t$, the exchange stiffness $A$, the anisotropy $K$, the damping $\alpha$, the wall width $\Delta$ (at rest $\Delta_0=\sqrt{A/K}$) and the antiferromagnetic coupling $J$. The chiral interaction $d=Dt$ and the spin torque $b\propto j$ act on the lower layer. The wall rotations from the preferred Néel directions are $\psi_1,\psi_2$, and $\chi=\psi_1-\psi_2$. In steady motion

$$
2s_2v=2\Delta J\sin\chi,\quad 2(s_1-s_2)v=\pi d\sin\psi_1,\quad \frac{2\alpha(s_1+s_2)}{\Delta}v=\pi b\cos\psi_1,
$$

and (10) follows for $s_2v\le\Delta J$. The lower layer alone obeys $1/v^2=1/v_1^2+1/v_D^2$ with $v_1=\pi\Delta b/(2\alpha s_1)$ and $v_D=\pi d/(2s_1)$.

### (e) What happens at compensation, and is the antiparallel order essential?

**Solution.** Set $s_1=s_2=s$. The second balance equation gives $\sin\psi_1=0$, and the third, with $v>0$, selects $\psi_1=0$. The lower wall does not rotate at any current for which the steady state exists. Its driving force keeps the full value $\pi b$, and

$$
v=\frac{\pi\Delta b}{4\alpha s}=\frac{v_1}{2}.\tag{12}
$$

At fixed width the speed is linear in the current, and the ceiling due to rotation is gone.

The upper wall does rotate. From $\psi_2=-\chi$ and the first balance equation,

$$
\sin\psi_2=-\frac{sv}{\Delta J}.
$$

This canting is needed, since without it there would be no exchange torque. It does not weaken the drive, because the upper layer receives no spin torque. It tends to zero as $J$ grows at fixed speed.

The compensation in question is that of angular momentum, $M_1t/\gamma_1=M_2t/\gamma_2$. It coincides with compensation of the magnetic moments if the two layers have equal gyromagnetic ratios.

To see whether the antiparallel order matters, let the coupling be ferromagnetic, with energy $-|J|\,\mathbf m_1\cdot\mathbf m_2$. Both walls now go from up to down, and $\varphi_2=\psi_2$. The calculation of part (a) gives the same coupling energy $2\Delta|J|(1-\cos\chi)$. The upper wall now obeys an equation of the form (3) instead of (4), so that

$$
2s_1v=\pi d\sin\psi_1+2\Delta|J|\sin\chi,\qquad 2s_2v=-2\Delta|J|\sin\chi .
$$

Their sum is $2(s_1+s_2)v=\pi d\sin\psi_1$. The force balance is unchanged. The exchange torque now takes angular momentum from the lower layer to move the upper wall, and the ceiling drops to $\pi d/[2(s_1+s_2)]$. For $s_1=s_2$ both brackets in the speed formula are twice those of the single layer, so the speed is half that of the single layer at the same current, as long as the coupling can supply the required torque, $s_2v\le\Delta|J|$. Coupling as such therefore gives no gain. The gain comes from the opposite angular momenta.

We have found the steady speed (10) of the coupled walls and shown that at compensation the lower wall does not rotate, so that the ceiling due to rotation disappears. It remains to find when the pair outruns the lower layer alone, which $s_2$ is best and where steady motion fails, and to test the theory on a worked case and judge how far it applies to a device.
